# Why squared electron-phonon couplings resist direct interpolation across crossings, part 2

Electron-phonon elements $g_{mn\nu}(k,q)$ are needed on a fine grid from a coarse $N\times N$ one. Does interpolating $|g|^2$, or $g$ with smooth phases, fail, and does "only" the Wannier gauge with Cartesian displacements work? Hartree atomic units are used, with $k,q$ in units of $1/a$.

The example is a chain with orbitals $a,b,c$, atomic mass $M$ and spring constants $K,K_s$:

$$H(k)=\begin{pmatrix}-2t\cos k&\Delta&v\\ \Delta&2t\cos k&0\\ v&0&E_c+2t\cos k\end{pmatrix},$$
$$D(q)=As\,\mathbf n\mathbf n^T+B\,\hat{\mathbf y}\hat{\mathbf y}^T,\qquad A=2K/M,\quad B=K_s/M,$$

with $s=1-\cos q$, $\mathbf n=(\cos\alpha,\sin\alpha)$. The Cartesian couplings are $G_x=-2i\beta h\,[\sin(k+q)-\sin k]$ and $G_y=Y$, with $h=(-t,t,t)$ (diagonal), $Y=\mathrm{diag}(\gamma_a,\gamma_b,0)$. Eigenvectors $\psi_n$ of $H$ (energies $E_n$) and $e_\nu$ of $D$ (eigenvalues $\omega_\nu^2$) are sorted upward:

$$g_{mn\nu}=\frac{d_{mn\nu}}{\sqrt{2M\omega_\nu}},\qquad d_{mn\nu}=\sum_\alpha e_{\alpha\nu}(q)\,\psi_m(k+q)^\dagger G_\alpha\,\psi_n(k).$$

Parameters: $a=5$ bohr; $t=0.05$, $E_c=0.3$, $v=0.1$, $\Delta=0.005$ Ha; $\beta=0.5$ bohr$^{-1}$; $\gamma_a=0.03$, $\gamma_b=0.01$ Ha/bohr; $M=20000$; $K=0.05$, $K_s=0.08$ Ha/bohr$^2$; $\alpha=0.03$.

Bands 1 and 2 cross at $k_x=1.7382$ if $\Delta=0$, where the $a$-like state is $(\cos\theta,0,-\sin\theta)$; branches cross at $q_x=1.3694$ if $\alpha=0$. There $|g|^2$ can jump by $J$, giving Fourier coefficients $\propto1/n$ and, for any continuous interpolant, a one-sided error of at least $|J|/2$.

Analyticity for $|\mathrm{Im}\,k|<\kappa$ gives errors $e^{-\kappa N/2}$ times a power of $N$. Single bands have $\kappa_{\rm in}=0.0534$, single branches $\kappa_{\rm ph}=0.0490$, and the group of bands 1 and 2 $\kappa_{\rm out}=1.2604$. The group projector $P$, a contour integral of the resolvent, is analytic until a level inside meets one outside.

The Wannier route uses a smooth orthonormal frame $W(k)$ of this group. It interpolates $H^W=W^\dagger HW$, $D$ and $G^W_\alpha=W(k+q)^\dagger G_\alpha W(k)$, diagonalizes at each fine point, and divides by $\sqrt{2M\omega_\nu}$ last.

For the acoustic branch, as $q\to0$,

$$\frac{|g_{111}|^2}{|q|}\to\frac{(2\beta h_{\rm eff}\cos k)^2}{2M\sqrt{A/2}\,\cos\alpha},\qquad h_{\rm eff}=\psi_1^\dagger h\,\psi_1.$$

### Numbers

Take the lowest band to the lowest band with the upper branch at $k=1.70$, $q=-1.30$, which is 0.038 from $k_x$ and 0.069 from $-q_x$. There $E_1(k)=-0.02215$ and $E_2(k)=-0.01045$ Ha. Flipping the signs of $b$ and $c$ makes the nonzero off-diagonal elements of $H$ negative, and these connect all three orbitals, so the lowest state has one sign in that basis and the pattern $(+,-,-)$ in the original one, at both momenta. The products of components are therefore positive: $0.8464\times0.9806=0.8300$, $0.4568\times0.0240=0.0110$, $0.2737\times0.1945=0.0532$. Then

$$\psi'^Th\psi=0.05(-0.8300+0.0110+0.0532)=-0.03829,\qquad \psi'^TY\psi=0.02490+0.00011=0.02501 .$$

With $\sin0.4-\sin1.7=-0.6022$ and $|e|=(0.2802,\,0.9599)$, the $x$ part has size $2\times0.5\times0.6022\times0.03829\times0.2802=0.00646$ and the $y$ part $0.02501\times0.9599=0.02401$. The first is imaginary and the second real, so the squares add to $6.18\times10^{-4}$. Dividing by $2M\omega=40000\times2.00882\times10^{-3}=80.35$ gives $|g|^2=7.69\times10^{-6}$ Ha$^2$, or $|g|=2.77\times10^{-3}$ Ha $=75.5$ meV.

From a $15\times15$ grid, whose spacing 0.42 is eight times $\kappa_{\rm in}$, Fourier interpolation of $|g|^2$ gives $8.52\times10^{-6}$ (11% above the exact value) and a cubic spline $8.62\times10^{-6}$ (12% above). The Wannier route, fed with randomly phased eigenvectors, agrees to $2\times10^{-7}$ of the exact value. Maximum errors over 600 random points, relative to the largest $|g|^2$ among them ($6.90\times10^{-5}$ Ha$^2$), are:

| $N$ | Wannier | Fourier $\lvert g\rvert^2$ | spline | smooth $g$ |
|---|---|---|---|---|
| 9 | $2.8\times10^{-3}$ | 0.53 | 0.53 | 0.59 |
| 15 | $4.0\times10^{-5}$ | 0.71 | 0.73 | 0.63 |
| 21 | $2.3\times10^{-7}$ | 0.43 | 0.41 | 0.42 |
| 33 | $1.5\times10^{-10}$ | 0.31 | 0.30 | 0.35 |

These maxima, and the slopes fitted below, depend on the random sample: 3000 points give 0.83 in place of 0.71 for the Fourier error at $N=15$. The direct errors are not monotonic in this range, and interpolating $g$ with smooth phases gives errors of similar size to interpolating $|g|^2$. With random phases, $g$ at $N=33$ errs by 1.45. For the acoustic branch the kink at $q=0$ gives coefficients $\propto n^{-2}$ and limits the direct error near $q=0$ to a $1/N$ decay at those $k$ where $h_{\rm eff}\cos k\ne0$. For the upper branch, direct Fourier interpolation does converge exponentially at avoided crossings: $2.8\times10^{-2}$ at $N=101$, $1.4\times10^{-3}$ at 201, $3.9\times10^{-6}$ at 401. The fitted slopes of the log error are 0.690 against $\kappa_{\rm out}/2=0.630$, and 0.0295 against $\kappa_{\rm ph}/2=0.0245$, steeper by 10% and 20%. The test requires a ratio between 0.8 and 1.3. No test isolates the cause of the excess. That the excess comes from power-law prefactors, and in the direct case from the nearby faster rate $\kappa_{\rm in}$, is a conjecture.

At exact crossings ($\Delta=0$, $\alpha=0$), evaluated just either side, the direct error in units of the jump is 0.80 ($N=33$) and 0.73 ($N=301$) for the band crossing with $J=9.74\times10^{-6}$ Ha$^2$, and 1.39 and 0.67 for the branch crossing with $J=8.1\times10^{-7}$ Ha$^2$. All exceed the lower bound $1/2$. That the value above 1 is ringing from larger jumps elsewhere is again a conjecture. The Wannier route at $N=33$ reproduces both sides to $3\times10^{-11}J$ and $2\times10^{-9}J$.

### Where "only" fails

The frame is not unique. If $O(k)$ is unitary for real $k$, periodic, and analytic in the same strip, $WO$ is a frame with the same asymptotic rate and defines other localized Wannier functions. A rotation by the angle $\tfrac12\sin k$ gives a relative error $2.8\times10^{-10}$ at $N=33$. The prefactor does depend on $O$: for the angle $\lambda\sin k$, $|e^{i\lambda\sin k}|$ reaches $e^{\lambda\sinh y}$ on the contour shifted by $y$, so a large $\lambda$ spreads the Wannier functions and needs a finer grid. Likewise any $q$-independent displacement basis gives constant linear combinations of the $G^W_\alpha$, analytic in the same strip. What matters is that the basis is periodic and analytic in a wide strip. The sorted eigenvectors are not, and neither is a frame multiplied by a matrix $O(k)$ that is not smooth in $k$.

Sums over the whole group are smooth: $\sum_{mn\nu}|d_{mn\nu}|^2=\sum_\alpha\mathrm{Tr}[P(k+q)G_\alpha P(k)G_\alpha^\dagger]$ contains group projectors alone, and it interpolates directly to $2.2\times10^{-10}$ of its maximum at $N=33$. A weight that is an entire function of each electron level and of $\omega_\nu^2$ keeps the strip of analyticity (a weight with poles near the real axis can narrow it), since over the group $\sum_nE_nP_n=HP$, and over the branches $\sum_\nu\omega_\nu^2e_\nu e_\nu^\dagger=D$. This fixes the asymptotic rate only: a Gaussian $e^{-(E-E_0)^2/s^2}$ can grow as $e^{(\mathrm{Im}\,E)^2/s^2}$ off the real axis, so a narrow smearing needs a much finer grid. A step-function occupation whose step cuts through a band of the group does not keep the strip, and neither does the weight $1/\omega_\nu$ at $q=0$, where $D^{-1/2}$ is singular.

In this chain an exact crossing can be relabelled: following the $a$-like state and the $y$ mode at $\Delta=\alpha=0$ gives an analytic function, interpolated to $3.0\times10^{-10}$ of its maximum. At a conical point in two dimensions this is impossible. On the honeycomb lattice $H=\begin{pmatrix}0&f\\f^*&0\end{pmatrix}$, $f=-t(1+e^{ik_1}+e^{ik_2})$, with $k_{1,2}=\pm2\pi/3+\delta_{1,2}$ and $\delta_{1,2}=(\pm x+\sqrt3y)/2$ near K. With $\eta=e^{2\pi i/3}$, $1+\eta+\eta^*=0$, $\eta-\eta^*=i\sqrt3$ and $\eta+\eta^*=-1$, so to first order

$$f=-it(\eta\delta_1+\eta^*\delta_2)=-it\left(\tfrac{i\sqrt3}2x-\tfrac{\sqrt3}2y\right)=\tfrac{\sqrt3}2t\,(x+iy).$$

For $f=|f|e^{i\phi}$ the lower state is $(1,-e^{-i\phi})/\sqrt2$, and $\phi$ is the direction of approach. Take a constant coupling $\gamma\cdot1$ and a final state displaced from K along $+x$, where $f=-t(1+2\cos k_1)$ is real and positive. Then $|g|^2/\gamma^2\to|1+e^{-i\phi}|^2/4=\cos^2(\phi/2)$, found numerically as 1, 0.8214, 0.5, 0 at $0^\circ,50^\circ,90^\circ,180^\circ$. The upper band gives the complement, $\sin^2(\phi/2)$, so every labelling depends on direction, while $H$ and $G$ in the orbital basis are entire.

The Wannier–Cartesian form is itself not analytic when forces are long-ranged. Let an ion of charge $Z$ at $Ra$ move by $u$ along the chain, with screening constant $\varepsilon$. An electron at the origin has energy $-Z/(\varepsilon|Ra+u|)$, whose derivative in $u$ is $Z\,\mathrm{sgn}(R)/(\varepsilon R^2a^2)$. Summing with $e^{iqR}$ pairs $R$ with $-R$:

$$G^{\rm LR}(q)=\frac{2iZ}{\varepsilon a^2}\,\Sigma(q),\qquad \Sigma(q)=\sum_{R\ge1}\frac{\sin qR}{R^2}.$$

Then $\Sigma'=\sum\cos(qR)/R=-\mathrm{Re}\ln(1-e^{iq})=-\ln|2\sin(q/2)|\approx-\ln q$, and $\Sigma\approx q(1-\ln q)$ for small $q>0$, which is tested against the explicit sum. Coefficients $1/R^2$ bound the error by a tail $\propto1/N$, and the errors in $\Sigma$, 0.0491, 0.0249 and 0.0126 at $N=31,61,121$, follow the power $-1.00$. In three dimensions the transform of $e^{-\mu r}/r$ is $(4\pi/q)\int_0^\infty e^{-\mu r}\sin qr\,dr=4\pi/(q^2+\mu^2)$, which tends to $4\pi/q^2$. Moving the ion by $\mathbf u$ multiplies it by $e^{-i\mathbf q\cdot\mathbf u}$, so the first-order term has size $4\pi|Z\,\mathbf q\cdot\mathbf u|/(\varepsilon\Omega q^2)$ for cell volume $\Omega$ and isotropic screening. This Fröhlich term diverges as $1/q$ and depends on direction in any electronic gauge. Being known in closed form, it is subtracted before interpolation and added back afterwards. The subtracted term must be periodic: one uses the sum over reciprocal vectors $\mathbf G$ of the same expression at $\mathbf q+\mathbf G$ with a Gaussian damping factor, since the $\mathbf G=0$ term alone leaves a remainder that jumps at the zone boundary, where the bound $|J|/2$ applies. With the periodic sum, nothing singular remains at $\mathbf q=0$ in the potential of the point ion. Its matrix elements also carry the factor $\langle i|e^{i\mathbf q\cdot\mathbf r}|j\rangle=\delta_{ij}+i\mathbf q\cdot\mathbf r_{ij}+\dots$ between localized orbitals on one site. If only $\delta_{ij}$ is kept in the subtracted term, a dipole matrix element $\mathbf r_{ij}$ leaves a remainder $\propto(\mathbf q\cdot\mathbf u)(\mathbf q\cdot\mathbf r_{ij})/q^2$ that is finite and depends on direction. If the charge induced by the displacement has an anisotropic second moment $Q_{\alpha\beta}$, the next order in $q$ leaves a term $\propto q_\alpha q_\beta Q_{\alpha\beta}/q^2$, finite but still dependent on direction as $q\to0$.

Two further conditions entered the proof. The group must be separated by a gap, and entangled bands fall outside the contour argument. A smooth periodic frame must exist: in two or more dimensions such a frame has a periodic Berry connection, whose curl integrates to zero over the zone by Stokes' theorem, so a group with nonzero Chern number has none.

## Numbers as computed

```
a=5.0 bohr, t=0.05, Ec=0.3, v=0.1, Delta=0.005 Ha, beta=0.5 1/bohr
gamma_a=0.03, gamma_b=0.01 Ha/bohr, M=20000 m_e, K=0.05, Ks=0.08 Ha/bohr^2, alpha=0.03 rad
A=5.000e-06 Ha^2, B=4.000e-06 Ha^2, sqrt(B)=2.0000e-03 Ha
ring finite difference vs formula, max dev = 2.9e-11 Ha/bohr
crossings: k_x=1.7382, q_x=1.3694 (1/a); cos(theta)=0.9487
avoided gap bands 1-2 = 0.00949 Ha = 258.1 meV
min gap bands 2-3 = 0.2235 Ha
kappa_in (1/a): root 0.0534, estimate 0.0535, Fourier fit 0.0536
kappa_ph (1/a): formula 0.0490, Fourier fit 0.0492
kappa_out (1/a): root 1.2604, Delta=0 formula 1.2605, Fourier fit 1.2662
kappa_out/kappa_ph = 25.7
Delta=0, q=-1.30: jump positions (1/a) [ 1.7382 -1.7382  3.0382 -0.4382]
  jumps J (1e-6 Ha^2) [-9.514 -3.051  3.051  9.514] ; 1/n law rel dev 0.005
max |g|^2 on 600 random points = 6.8994e-05 Ha^2; relative max errors:
  N=9: Wannier 2.8e-03, Fourier|g|^2 0.526, spline 0.527, smooth g 0.592
  N=15: Wannier 4.0e-05, Fourier|g|^2 0.714, spline 0.729, smooth g 0.629
  N=21: Wannier 2.3e-07, Fourier|g|^2 0.434, spline 0.412, smooth g 0.417
  N=27: Wannier 1.4e-08, Fourier|g|^2 0.274, spline 0.290, smooth g 0.389
  N=33: Wannier 1.5e-10, Fourier|g|^2 0.306, spline 0.304, smooth g 0.350
  N=33: g with random phases 1.45
  N=101: Fourier|g|^2 2.8e-02
  N=201: Fourier|g|^2 1.4e-03
  N=301: Fourier|g|^2 7.5e-05
  N=401: Fourier|g|^2 3.9e-06
error slopes per N: Wannier 0.690 (kappa_out/2 0.630), direct 0.0295 (kappa_ph/2 0.0245)
point k=1.7, q=-1.3 (1/a): E1(k)=-0.02215, E2(k)=-0.01045, E1(k+q)=-0.11206 Ha
  |psi_1(k)| [0.8464 0.4568 0.2737]  |psi_1(k+q)| [0.9806 0.024  0.1945]
  w_upper=2.00882e-03 Ha, |e|=(0.2802,0.9599)
  exact: |g|^2=7.69268e-06 Ha^2, rel err +0.0e+00
  Wannier 15x15: |g|^2=7.69268e-06 Ha^2, rel err +2.3e-07
  Fourier 15x15: |g|^2=8.52188e-06 Ha^2, rel err +1.1e-01
  spline 15x15: |g|^2=8.62483e-06 Ha^2, rel err +1.2e-01
  exact |g|=2.7736e-03 Ha = 75.5 meV
band crossing: J=9.737e-06 Ha^2; err/J direct N=33 0.80, N=301 0.73; Wannier N=33 3e-11
branch crossing: J=8.113e-07 Ha^2; err/J direct N=33 1.39, N=301 0.67; Wannier N=33 2e-09
N=33 rel err: group trace 2.2e-10, relabelled 3.0e-10, twisted gauge 2.8e-10
acoustic, k=0.4: h_eff=-0.04616 Ha, |g|^2/|qa| formula 2.8593e-05, q>0 2.8592e-05, q<0 2.8594e-05 Ha^2
cone |g|^2/gamma^2 at 0,50,90,180 deg: [1.     0.8214 0.5    0.    ]
dipole sum interpolation error N=31,61,121: [0.04906 0.02494 0.01257] power -1.00
```
